# Spin components of long-range MP2 dispersion and scaled C6 coefficients

## Problem

Second-order Møller–Plesset theory (MP2) builds the correlation energy from pairs of electrons. Spin-component-scaled MP2 (SCS-MP2) multiplies the opposite-spin (OS) part by $c_{OS}=6/5$ and the same-spin (SS) part by $c_{SS}=1/3$. Scaled-opposite-spin MP2 (SOS-MP2) uses $c_{OS}=1.3$ and $c_{SS}=0$.

Two neutral closed-shell atoms in S states are a distance $R$ apart, far enough for the overlap of their orbitals to be negligible. Their dispersion energy is $E=-C_6/R^6$ at leading order.

1. How is the MP2 dispersion energy divided between SS and OS pairs?
2. By what factor does each scaled method change the MP2 value of $C_6$?
3. Which of the stated conditions are needed?

Evaluate the coefficients for two beryllium atoms, whose uncoupled Hartree–Fock static polarizability, the one that enters the MP2 dispersion energy, is $\alpha=30.556$ bohr³. (This is not the finite-field MP2 polarizability, which is about 41 bohr³.)

Atomic units are used in the algebra. Orbitals are real, $i,j$ are occupied, $a,b$ are virtual, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ is an orbital-energy gap. The Coulomb integral between the charge distributions $ia$ and $jb$ is
$$
(ia|jb)=\iint \frac{\phi_i(\mathbf r_1)\phi_a(\mathbf r_1)\,\phi_j(\mathbf r_2)\phi_b(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1\,d\mathbf r_2 .
$$

## First estimate by scaling

Let a typical transition dipole be $d$ and a typical gap $\Delta$. Two such dipoles interact with strength $d^2/R^3$. Second-order perturbation theory squares this and divides by an energy of order $\Delta$, so $C_6\sim d^4/\Delta$. Since $\alpha\sim d^2/\Delta$, this becomes $C_6\sim\alpha^2\Delta$.

For the gap, picture $N$ electrons bound harmonically with frequency $\Delta$. A static field $F$ displaces each by $F/\Delta^2$, so $\alpha=N/\Delta^2$. With the two valence electrons of beryllium,
$$
\Delta\sim\sqrt{2/30.556}=0.256\ \text{hartree},\qquad
C_6\sim(30.556)^2(0.256)\approx 240\ \text{hartree bohr}^6 .
$$
A numerical prefactor of order one is left open.

For the spin shares, take one electron from each atom. The spin combinations are $\alpha\alpha$, $\beta\beta$, $\alpha\beta$ and $\beta\alpha$: two of each class. The Coulomb interaction does not depend on spin. If exchange may be ignored, each class supplies half of $C_6$, and the scaling factor is the mean of $c_{OS}$ and $c_{SS}$. Whether exchange may be ignored is what the full solution must settle, because exchange enters the SS energy at the same order of perturbation theory.

## Exact solution within MP2

### Separating the spins

With capital letters for spin orbitals, the MP2 energy is
$$
E=-\frac14\sum_{IJAB}\frac{[(IA|JB)-(IB|JA)]^2}{\Delta_{IA}+\Delta_{JB}} .
$$
An integral vanishes unless the two orbitals in each charge distribution have the same spin.

If $I$ and $J$ have opposite spins, there are two choices for their spins and two for those of $A,B$. In each case one of the two integrals survives. After renaming $a\leftrightarrow b$ where necessary, which leaves the denominator unchanged, the four terms are equal and cancel the factor $1/4$:
$$
E_{OS}=-\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
$$

If the spins are equal, $\alpha\alpha$ and $\beta\beta$ give the same sum, so the prefactor is $2/4=1/2$. Expanding the square gives $(ia|jb)^2+(ib|ja)^2-2(ia|jb)(ib|ja)$. The first two terms have equal sums, again by renaming $a\leftrightarrow b$. Therefore
$$
E_{SS}=-\sum_{ijab}\frac{(ia|jb)\,[(ia|jb)-(ib|ja)]}{\Delta_{ia}+\Delta_{jb}} .
$$

### Using orbitals on the separate atoms

The orbitals of two identical atoms may be delocalized over both. At negligible overlap, however, the corresponding levels are degenerate, and orthogonal combinations within a degenerate set can be localized on the atoms. This changes neither $E_{OS}$ nor $E_{SS}$: the denominator is constant within the set, and each orbital index occurs twice in each numerator, so the rotation matrices cancel by orthogonality.

In the local orbitals, $(ia|jb)$ is negligible unless $a$ is on the same atom as $i$, and $b$ on the same atom as $j$. Two kinds of term remain.

- If $i$ and $j$ are on the same atom, the term belongs to that atom's own correlation energy. A distant neutral spherical atom produces no field outside its charge density, so these terms cancel when the free-atom energies are subtracted.
- If $i$ and $j$ are on different atoms, both atoms are excited at once. This is dispersion.

For the second kind, $(ib|ja)$ contains the products $\phi_i\phi_b$ and $\phi_j\phi_a$, each formed from orbitals on different atoms. It vanishes with the overlap, whereas $(ia|jb)$ falls only as a power of $R$. The exchange term therefore drops out. Choosing $i$ on A and $j$ on B, and counting the reversed assignment by a factor 2,
$$
E_{SS}^{disp}=E_{OS}^{disp}
=-2\sum_{ia\in A}\sum_{jb\in B}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
$$
This answers the first question: the shares are equal.

### The coefficient

Let $\mathbf x$ be the position of electron 1 relative to nucleus A and $\mathbf y$ that of electron 2 relative to nucleus B. Their distance is $|\mathbf R+\mathbf y-\mathbf x|$. Orthogonality of $i$ to $a$ and of $j$ to $b$ removes every term of the Taylor expansion that lacks either $\mathbf x$ or $\mathbf y$. The first survivor is
$$
-\sum_{pq}x_p y_q\,\partial_p\partial_q\frac1R=\sum_{pq}x_pT_{pq}y_q,\qquad
T_{pq}=\frac{\delta_{pq}-3n_pn_q}{R^3},\quad \mathbf n=\mathbf R/R .
$$
Thus $(ia|jb)=\mathbf r_{ia}\cdot T\,\mathbf r_{jb}$, with $\mathbf r_{ia}=\int\phi_i\,\mathbf x\,\phi_a\,d\mathbf x$ and $\mathbf r_{jb}$ defined likewise on B.

For an S-state atom, summing over the orbitals of a degenerate shell replaces $r_pr_q$ by $\delta_{pq}|\mathbf r|^2/3$. The eigenvalues of $R^3T$ are $1,1,-2$, so the sum of squared elements of $T$ is $6/R^6$. The squared integral becomes
$$
(ia|jb)^2\ \to\ \frac19\,|\mathbf r_{ia}|^2|\mathbf r_{jb}|^2\,\frac6{R^6}
=\frac{2}{3R^6}|\mathbf r_{ia}|^2|\mathbf r_{jb}|^2 .
$$
Adding the two spin classes gives the prefactor $4\times2/3$:
$$
C_6^{MP2}=\frac83\sum_{ia\in A}\sum_{jb\in B}
\frac{|\mathbf r_{ia}|^2|\mathbf r_{jb}|^2}{\Delta_{ia}+\Delta_{jb}} .
$$

Each class supplies half, so
$$
C_6^{scaled}=\frac{c_{OS}+c_{SS}}2\,C_6^{MP2}.
$$
For SCS-MP2 the factor is $(6/5+1/3)/2=23/30\approx0.767$. For SOS-MP2 it is $1.3/2=0.65$.

### Beryllium

The occupied orbitals of beryllium are s orbitals, and the dipole operator connects them to p orbitals alone. A basis of s and p functions therefore contains every angular momentum needed for the MP2 value of $C_6$, though its radial part is finite. With all electrons correlated, the orbital sum gives 254.55 hartree bohr⁶.

A calculation on the pair, with full two-electron integrals and no dipole expansion, gives $-0.031073$ microhartree for each spin class at 40 bohr. The atomic reference uses the same basis as the pair. Hence each class contributes
$$
(0.031073\times10^{-6})(40)^6=127.27\ \text{hartree bohr}^6,
$$
and the total agrees with the orbital sum. The closeness of this agreement is a property of the basis. With s occupied orbitals and only s and p virtual orbitals, each transition density is either a pure dipole distribution (s to p) or spherical with zero net charge (s to s). At negligible overlap the dipole–dipole term is then the whole interaction. A basis with d functions would add a dipole–quadrupole term in $R^{-8}$, and $-ER^6$ would approach $C_6$ only as $R$ grows. The scaled values are

- MP2: 254.55 hartree bohr⁶ (152.10 eV Å⁶);
- SCS-MP2: $(23/30)\times254.549=195.15$ hartree bohr⁶ (116.61 eV Å⁶);
- SOS-MP2: $0.65\times254.55=165.46$ hartree bohr⁶ (98.86 eV Å⁶).

These digits serve to compare the formulas within one basis; they do not express the accuracy of MP2 for beryllium. Its $C_6$ uses uncoupled Hartree–Fock excitations, without the response of the mean field or higher correlation. The scaling supplies neither. It multiplies the dispersion $C_6$ of every closed-shell pair by the same number, smaller than one, so it worsens any $C_6$ that MP2 already underestimates. Helium is such a case: in aug-cc-pVTZ, MP2 gives 1.12 and SCS-MP2 0.86, against 1.47 hartree bohr⁶ from full configuration interaction (1.46 in aug-cc-pVQZ). Beryllium is the opposite case: full configuration interaction for the two valence electrons gives about 214 hartree bohr⁶ when d functions are added to the basis (216 in aug-cc-pVTZ), while the MP2 value stays near 254. MP2 is then too high by about 40, SCS-MP2 too low by about 20, and SOS-MP2 too low by about 50, which is farther off than unscaled MP2. The d functions are essential for this reference value: in the s,p basis alone it is only 155.

## Comparison of the estimate with the solution

Counting spin combinations gave the correct factor because exchange vanishes faster than the Coulomb coupling. The estimate of $C_6$ itself, 240 against 255 hartree bohr⁶, looks better than it deserves. To find its missing prefactor, put a single gap $\Delta$ into the exact formula and write $S=\sum|\mathbf r_{ia}|^2$ for one atom.

In a field $F$ along $z$, the uncoupled second-order energy is $-2F^2\sum|z_{ia}|^2/\Delta$, where the 2 counts spin. Setting this equal to $-\alpha F^2/2$, with $\sum|z_{ia}|^2=S/3$, gives $\alpha=4S/(3\Delta)$. Then
$$
C_6=\frac83\,\frac{S^2}{2\Delta}
=\frac43\,\frac1\Delta\left(\frac{3\alpha\Delta}{4}\right)^2
=\frac34\,\alpha^2\Delta .
$$
With the estimated gap this is 179 hartree bohr⁶, 30% below the orbital sum. To reproduce the orbital sum, the one-gap formula needs
$$
\Delta=\frac{4(254.55)}{3(30.556)^2}=0.364\ \text{hartree}
$$
instead of 0.256 hartree. The omitted prefactor and the low gap partly cancelled. Neither affects the spin factor, which is independent of the gap.

## Where the equality holds

**Overlap.** For the beryllium pair, SS/OS is 0.99995 at 20 bohr, 0.996 at 12 bohr and 1.32 at 8 bohr. At 8 bohr the correlation part of the interaction is multiplied by
$$
\frac{1.2(344.25)+(455.71)/3}{344.25+455.71}=0.706
$$
in SCS-MP2, not by 0.767. This energy also contains changes in each atom's own correlation, and the ratio depends strongly on the basis: in bases with higher angular momenta both contributions at 8 bohr are larger, and SS/OS is 1.03 in aug-cc-pVDZ and 0.91 in aug-cc-pVTZ (0.97 and 0.95 at 12 bohr). The numbers show only that, once the orbitals overlap, the derivation no longer guarantees equal shares; they are not a prediction for the dimer.

**Open shells.** Let $C^{\sigma\tau}$ be the contribution from spin $\sigma$ on A and $\tau$ on B. If A is closed-shell, its two spins respond alike and $C^{\alpha\tau}=C^{\beta\tau}$. Then
$$
C^{\alpha\alpha}+C^{\beta\beta}=C^{\beta\alpha}+C^{\alpha\beta},
$$
so the SS and OS dispersion energies remain equal whatever the spin of B. One closed-shell partner is enough. Closed-shell here means identical $\alpha$ and $\beta$ orbitals in the reference. Beryllium meets this only in restricted Hartree–Fock, which is used for it throughout: its restricted solution is unstable, and an unrestricted solution with different $\alpha$ and $\beta$ orbitals lies about 0.3 millihartree lower. The argument does not cover that solution. For H₂ and a hydrogen atom about 25 bohr away, the computed ratio is 1.0003.

If both partners are spin-polarized, the equality can fail completely. Two hydrogen atoms at 25 bohr have an MP2 interaction of $-15.155$ nanohartree for parallel spins and also for antiparallel spins in a broken-symmetry reference. The first is entirely SS and the second entirely OS, so SCS-MP2 multiplies them by $1/3$ and $6/5$. Two equal dispersion energies become unequal. The digits belong to one s,p basis: the parallel-spin value is $-15.14$ nanohartree in a larger s,p basis and $-15.66$ when d functions are added.

**Molecules with permanent multipoles.** The factors apply to dispersion, not to every part of the MP2 interaction. Two collinear, equally directed dipoles $\mu$ have energy $-2\mu^2/R^3$. A correlation change $\delta\mu$ alters this by $-4\mu\,\delta\mu/R^3$ at first order, which outlasts $R^{-6}$, and nothing requires its spin shares to be equal. For two water molecules in this arrangement at 40 bohr, in the 6-31G basis, the OS and SS contributions are $+1.942$ and $+0.289$ microhartree. The OS part decays with exponent 2.99 between 40 and 80 bohr. SCS-MP2 multiplies the total correlation contribution by 1.09, although the dispersion within it is still multiplied by 0.767. The factor 1.09 is specific to the basis: it is 1.11 in cc-pVDZ and 1.01 in aug-cc-pVDZ, where OS and SS are $+1.975$ and $+0.562$ microhartree. A dipole is not required. For two nonpolar molecules with quadrupole moments, such as two H₂ molecules on a common axis, the correlation change in the quadrupole gives a term in $R^{-5}$, which also outlasts $R^{-6}$ and has unequal spin shares. Correlation also changes the induction energy, which for an atom beside a polar molecule falls as $R^{-6}$, like dispersion. For water and beryllium in cc-pVDZ, in one orientation, SS/OS is about 1.4 between 22 and 40 bohr and SCS-MP2 multiplies the correlation part of the interaction by 0.69. This basis has no diffuse functions, so the numbers show only that the shares can differ. For atoms such terms are absent when both partners are in S states and neutral. An ion polarizes its partner, and the correlation change of that energy falls as $R^{-4}$: for Li⁺ and He, each with one $\alpha$ and one $\beta$ electron, this change is entirely OS. The SS part is dispersion alone, so SS/OS falls toward zero as $R^{-2}$.

The numerical check tests the equality, the decay law, and the s,p-basis beryllium, hydrogen-atom and water cases.

## Computed values

```
SCS weights OS, SS: 1.2000, 0.3333
SOS weight OS: 1.3000
Be basis: 13 s and 7 p shells per atom
Be basis smallest exponent: 0.02 bohr^-2; ratio 2.5
Be HF energy: -14.572118 hartree
Be MP2 OS, SS energy: -0.057910, -0.001343 hartree
Be uncoupled static polarizability: 30.556 bohr^3
Be C6 orbital sum: 254.549 hartree bohr^6
Be C6 frequency integral: 254.549 hartree bohr^6
Be pair: R/bohr, OS/microhartree, SS/microhartree, SS/OS
     8  -344.245047  -455.707013  1.32379
    12  -44.362717  -44.166768  0.99558
    20  -1.990359  -1.990265  0.99995
    30  -0.174588  -0.174588  1.00000
    40  -0.031073  -0.031073  1.00000
Be HF interaction at 40 bohr: 0.0e+00 hartree
Be decay exponent, 30 to 40 bohr: 6.0000
Be dimer C6 OS, SS: 127.27, 127.27 hartree bohr^6
Be dimer C6 total: 254.55 hartree bohr^6
SCS and SOS factors from dimer: 0.76667, 0.65000
MP2 C6: 254.55 hartree bohr^6 = 152.10 eV angstrom^6
SCS C6: 195.15 hartree bohr^6 = 116.61 eV angstrom^6
SOS C6: 165.46 hartree bohr^6 = 98.86 eV angstrom^6
H pair and H2 + H position parameter: 25 bohr
H parallel SS energy: -15.1554 nanohartree
H antiparallel OS energy: -15.1554 nanohartree
H SCS factors parallel, antiparallel: 0.3333, 1.2000
H2 + H SS/OS ratio: 1.00030
Water pair OS, SS at 40 bohr: 1.9419, 0.2887 microhartree (HF/6-31G reference)
Water pair OS decay exponent, 40 to 80 bohr: 2.9922
Water pair SCS/MP2 correlation factor: 1.0878
```
